\section*{Bardeen's tunnelling matrix element as a surface integral}

\section{Result and conditions}

One electron of mass $m$ moves in $H=-D\nabla^2+V$, with $D=\hbar^2/2m$ and $V$ real. A surface $S$ in the barrier separates a left electrode from a right one; its unit normal $\mathbf n$ points to the right. Each electrode alone has a Hamiltonian and normalised states,
\begin{equation}
(-D\nabla^2+V_L)\psi_L=E_L\psi_L,\qquad
(-D\nabla^2+V_R)\psi_R=E_R\psi_R .
\label{eq:states}
\end{equation}
To lowest order in the overlap of the two states, and for $E_L=E_R$, the transfer amplitude is
\begin{equation}
M=D\int_S\left(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*\right)\cdot\mathbf n\,dS ,
\label{eq:main}
\end{equation}
and every separating surface inside the barrier, flat or curved, gives the same $M$. With the transition current $\mathbf j_{RL}=(\hbar/2mi)(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*)$ this reads $M=i\hbar\int_S\mathbf j_{RL}\cdot\mathbf n\,dS$. The current joins two different states; it is not the electric current of either.

The conditions concern the differences
\begin{equation}
U_R=V-V_L,\qquad U_L=V-V_R .
\end{equation}
$U_R$ must vanish outside the right electrode and $U_L$ outside the left one, so that $V_L=V_R=V$ in the barrier. There is no magnetic field, the mass is constant, and the product of the two states and its gradients vanish far away. For laterally periodic states the flux through opposite sides of the cell must cancel instead.

\section{From the Schr\"odinger equation to a surface integral}

\subsection{The transfer amplitude}

Let the electron start in $\psi_L$, and write
\begin{equation}
\Psi=a\,\psi_Le^{-iE_Lt/\hbar}+\sum_Rc_R\,\psi_Re^{-iE_Rt/\hbar},\qquad a(0)=1,\; c_R(0)=0 .
\end{equation}
The sum runs over orthonormal states localised in the right electrode. Leaving out all other states is part of the approximation. Since $H\psi_L=(E_L+U_R)\psi_L$ and $H\psi_R=(E_R+U_L)\psi_R$, projecting $i\hbar\dot\Psi=H\Psi$ on $\psi_R$ gives
\begin{align}
i\hbar\dot c_R e^{-iE_Rt/\hbar}
+i\hbar\dot a\langle R|L\rangle e^{-iE_Lt/\hbar}
={}&a\,W e^{-iE_Lt/\hbar}\nonumber\\
&+\sum_{R'}c_{R'}\langle R|U_L|R'\rangle e^{-iE_{R'}t/\hbar},
\label{eq:project}
\end{align}
with $W=\langle\psi_R|U_R|\psi_L\rangle$.

Let $\eta$ be the small factor by which a state decays across the barrier. $W$ and $\langle R|L\rangle$ contain one tail and are of order $\eta$. $\langle R|U_L|R'\rangle$ contains two tails and is of order $\eta^2$. While $c_R$ is of order $\eta$, projection on $\psi_L$ shows that $\dot a$ is of order $\eta^2$. The second term on the left of (\ref{eq:project}) and the sum on the right are therefore of order $\eta^3$, and what remains is
\begin{equation}
i\hbar\dot c_R=W e^{i(E_R-E_L)t/\hbar}.
\label{eq:firstorder}
\end{equation}

\subsection{Volume to surface}

Let $\Omega$ be the region to the right of $S$. As $U_R$ vanishes outside $\Omega$, and $U_R\psi_L=(H-E_L)\psi_L$,
\begin{equation}
W=\int_\Omega\psi_R^*(H-E_L)\psi_L\,d^3r .
\end{equation}
In $\Omega$ we have $V=V_R$, hence $(H-E_R)\psi_R^*=0$. Subtracting $\psi_L$ times this zero cancels the potential:
\begin{align}
W&=\int_\Omega\left[\psi_R^*(H-E_L)\psi_L-\psi_L(H-E_R)\psi_R^*\right]d^3r\nonumber\\
&=-D\int_\Omega\nabla\cdot\left(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*\right)d^3r
+(E_R-E_L)\int_\Omega\psi_R^*\psi_L\,d^3r .
\end{align}
The products $\nabla\psi_R^*\cdot\nabla\psi_L$ cancel in the divergence, which is why it equals $\psi_R^*\nabla^2\psi_L-\psi_L\nabla^2\psi_R^*$. The outward normal of $\Omega$ on $S$ is $-\mathbf n$, so Gauss's theorem turns the first term into $+M(S)$, where $M(S)$ is the right side of (\ref{eq:main}):
\begin{equation}
W=M(S)+(E_R-E_L)\int_\Omega\psi_R^*\psi_L\,d^3r .
\label{eq:volume}
\end{equation}
At equal energies $W=M$, which proves (\ref{eq:main}).

\subsection{Independence of the surface}

Let $\mathbf F=D(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*)$. Equations (\ref{eq:states}) give $D\nabla^2\psi_L=(V_L-E_L)\psi_L$ and $D\nabla^2\psi_R^*=(V_R-E_R)\psi_R^*$, so everywhere
\begin{equation}
\nabla\cdot\mathbf F=\left(V_L-V_R+E_R-E_L\right)\psi_R^*\psi_L .
\label{eq:div}
\end{equation}
In the barrier $V_L=V_R$. For two surfaces there, $S_2$ to the right of $S_1$, the enclosed volume has outward normal $\mathbf n$ on $S_2$ and $-\mathbf n$ on $S_1$. Therefore
\begin{equation}
M(S_2)-M(S_1)=(E_R-E_L)\int_{\rm between}\psi_R^*\psi_L\,d^3r ,
\label{eq:shift}
\end{equation}
which vanishes when the energies coincide. If the surfaces cross, each is compared with a third that lies to the left of both.

The size of the shift follows from a flat barrier in one dimension. With $\psi_L\propto e^{-\kappa z}$ and $\psi_R\propto e^{\kappa z}$, $M\simeq-2D\kappa\,\psi_R\psi_L$, and the product does not depend on $z$. Moving the surface by $\Delta z$ then changes $M$ by the fraction
\begin{equation}
\left|\frac{\Delta M}{M}\right|\simeq\frac{|E_R-E_L|\,\Delta z}{2D\kappa}.
\label{eq:criterion}
\end{equation}

A surface that cuts into the right electrode fails even at resonance. There $V_L-V_R=-U_R$, and integrating (\ref{eq:div}) from $S$ to the far right gives
\begin{equation}
M(S)=\int_{\text{right of }S}\psi_R^*U_R\psi_L\,d^3r ,
\label{eq:cut}
\end{equation}
so the part of the electrode left behind the surface is lost.

\section{Two discrete levels}

Take real states with common energy $E$, and let $s=\langle R|L\rangle$, $u_L=\langle L|U_R|L\rangle$ and $u_R=\langle R|U_L|R\rangle$. The matrix elements of $H$ are $E+u_L$, $E+u_R$ and $Es+M$. Because the states overlap, the energies $E+x$ follow from
\begin{equation}
(u_L-x)(u_R-x)=(M-xs)^2 ,
\end{equation}
or, collecting powers of $x$,
\begin{equation}
(1-s^2)x^2-(u_L+u_R-2Ms)x+u_Lu_R-M^2=0 .
\end{equation}
The difference of the roots is
\begin{equation}
x_+-x_-=\frac{\sqrt{(u_L+u_R-2Ms)^2+4(1-s^2)(M^2-u_Lu_R)}}{1-s^2}
=2|M|\left[1+O(\eta^2)\right],
\end{equation}
since $M,s\sim\eta$ and $u_L,u_R\sim\eta^2$. To leading order the eigenstates are $(\psi_L\pm\psi_R)/\sqrt2$ with energies $E\pm M$. An electron that starts in $\psi_L$ evolves as
\begin{equation}
\Psi=e^{-iEt/\hbar}\left[\cos(Mt/\hbar)\,\psi_L-i\sin(Mt/\hbar)\,\psi_R\right],
\end{equation}
and is found on the right with probability $\sin^2(|M|t/\hbar)$. At short times the coefficient of $\psi_R$ is $-iMt/\hbar$, as (\ref{eq:firstorder}) requires.

\subsection{Numbers for two wells}

With energies measured from the vacuum level, a left well (width 0.3 nm, depth 6.0 eV) and a right well (width 0.4 nm) are separated by a gap $0<z<d$, $d=0.6$ nm, with the barrier $-1.0\sin^2(\pi z/d)$ eV. A right depth of 5.428 eV brings both ground levels to $-4.290$ eV. In one dimension the surface is a point. Placed at 0.1, 0.3 and 0.5 nm it gives $M=-1.871$ meV each time, equal to the volume element $W$. At 0.8 nm, in the middle of the right well, it gives $-0.244$ meV, the remainder described by (\ref{eq:cut}).

Deepening the right well by 0.2 eV makes $E_R-E_L=-0.187$ eV. Now $M=-1.658$ meV at 0.1 nm and $-1.831$ meV at 0.5 nm. The change of $-0.173$ meV agrees with (\ref{eq:shift}), and (\ref{eq:criterion}) with $\kappa\approx10$ nm$^{-1}$ predicts its size, about 10\% of $M$. The volume element is $-1.939$ meV.

At resonance the lowest two levels of the complete double well are split by 3.742 meV, equal to $2|M|$ within a relative error of $8\times10^{-7}$. For a gap of 0.3 nm, retuned to resonance, the error is $2\times10^{-4}$. These two errors do not test the $\eta^2$ law, because they differ in sign: $2|M|$ lies above the splitting at 0.3 nm and below it at 0.6 nm. The factor multiplying $\eta^2$ thus depends on the gap, and the states left out of the pair contribute to it as well. At 0.9 nm the computed error is $3\times10^{-8}$, about $5\times10^{-12}$ eV in the splitting, which is too small to test the law: for the grid spacing $h=0.002$ nm the matrix has eigenvalues up to about $4D/h^2\approx4\times10^4$ eV, and the relative precision of $2\times10^{-16}$ of the arithmetic turns this into an uncertainty of about $8\times10^{-12}$ eV.

The full transfer time is $\pi\hbar/(2|M|)=553$ fs. Evolution with the double-well Hamiltonian puts a weight of 0.1466, 0.5000 and 0.9999 to the right of mid-gap after a quarter, a half and the whole of this time; the $\sin^2$ rule gives 0.1464, 0.5000 and 1.0000.

\section{Continuous electrodes}

\subsection{Golden rule and transmission}

Integrating (\ref{eq:firstorder}) with $\delta=E_R-E_L$ and summing over right states of density $\rho_R$ gives
\begin{equation}
\sum_R|c_R|^2=\int\rho_R|W|^2\,\frac{4\sin^2(\delta t/2\hbar)}{\delta^2}\,d\delta
\simeq\frac{2\pi t}{\hbar}|M|^2\rho_R .
\end{equation}
This needs $\hbar/t$ to be large against the level spacing but small against the energies over which $\rho_R|W|^2$ varies, and a total that stays small against one. The integral selects $\delta\to0$, so $W$ may be replaced by the surface-independent $M$.

For one spin and one lateral mode, the left states in $dE$ number $\rho_LdE$ and cross at the rate $(2\pi/\hbar)|M|^2\rho_L\rho_RdE$. In scattering language, right-moving states of density $dk/2\pi$ per length and velocity $dE/(\hbar\,dk)$ strike the barrier at the rate $dE/(2\pi\hbar)$, and a fraction $\mathcal T$ passes. Equating the rates,
\begin{equation}
\mathcal T=4\pi^2|M|^2\rho_L\rho_R .
\label{eq:T}
\end{equation}

\subsection{Square barrier}

Let two equal slabs of thickness $\ell$, closed by hard walls at the back, face each other across a gap $d$. Energies are now measured from the band bottom, and the barrier top is at $V_0$. With $Dk^2=E$ and $D\kappa^2=V_0-E$, the left state is $N\sin k(z+\ell)$ in the slab and $Be^{-\kappa z}$ in the gap. Matching value and slope at $z=0$ gives $B=N\sin k\ell$ and $\cot k\ell=-\kappa/k$, so $\sin^2k\ell=k^2/(k^2+\kappa^2)$. The norm is
\begin{align}
\frac1{N^2}&=\frac{\ell}{2}-\frac{\sin2k\ell}{4k}+\frac{\sin^2k\ell}{2\kappa}
=\frac{\ell}{2}+\sin^2k\ell\left(\frac{\kappa}{2k^2}+\frac1{2\kappa}\right)
=\frac12\left(\ell+\frac1\kappa\right).
\end{align}
The right state, with its sign chosen alike, is $Be^{-\kappa(d-z)}$ in the gap. The two terms of (\ref{eq:main}) are equal and $z$ drops out:
\begin{equation}
M=-2D\kappa B^2e^{-\kappa d}
=-\frac{4D\kappa}{\ell+1/\kappa}\,\frac{k^2}{k^2+\kappa^2}\,e^{-\kappa d}.
\end{equation}
The levels obey $k\ell+\arctan(k/\kappa)=n\pi$. Since $k^2+\kappa^2$ is fixed, $d\arctan(k/\kappa)=dk/\kappa$. With $dE=2Dk\,dk$,
\begin{equation}
\rho=\frac{dn}{dE}=\frac{\ell+1/\kappa}{2\pi Dk}.
\end{equation}
In (\ref{eq:T}) the thickness cancels:
\begin{equation}
\mathcal T=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.
\label{eq:thick}
\end{equation}

Wave matching shows what has been dropped. For an outgoing wave with $\psi=1$, $\psi'=ik$ at $z=d$, the values at $z=0$ are $\psi=\cosh\kappa d-(ik/\kappa)\sinh\kappa d$ and $\psi'=ik\cosh\kappa d-\kappa\sinh\kappa d$. The incident amplitude is
\begin{equation}
\frac12\left(\psi+\frac{\psi'}{ik}\right)=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d ,
\end{equation}
and the inverse of its squared modulus is
\begin{equation}
\mathcal T_{\rm exact}=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d\right]^{-1}.
\end{equation}
For $\kappa d\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$ and (\ref{eq:thick}) follows.

\section{A spherical tip}

Let the vacuum level be zero and both energies $-\phi=-D\kappa^2$. Outside a spherical well centred at $\mathbf r_0$ the tip state is $g=Ae^{-\kappa r}/r$, with $r$ the distance from $\mathbf r_0$. The sample state obeys $\nabla^2\psi_L=\kappa^2\psi_L$ throughout the vacuum and also inside the tip, where $V_L=0$. Choose a closed sphere around the tip as $S$; its normal $\mathbf n=-\hat{\mathbf r}$ points into the tip. Replacing $\psi_R$ by $g$ inside the well as well leaves the flux through $S$ unchanged and keeps it free of divergence down to $r\to0$, so the sphere may shrink. There $g\,\partial_r\psi_L\sim1/r$ contributes nothing, while $\partial_rg\to-A/r^2$:
\begin{equation}
M=-\lim_{r\to0}4\pi r^2D\,\psi_L(\mathbf r_0)\frac{A}{r^2}=-4\pi DA\,\psi_L(\mathbf r_0).
\end{equation}
An s-wave tip thus samples the surface state at the tip's centre.

For $\phi=4.5$ eV, $\kappa=10.87$ nm$^{-1}$. A well of radius 0.2 nm and depth 9.64 eV binds at $-\phi$ and has $A=4.738$ nm$^{-1/2}$. The sample state is $\cos(qx)\,e^{-\lambda z}$ with a chosen amplitude of 1 nm$^{-3/2}$, $q=5$ nm$^{-1}$ and $\lambda=\sqrt{\kappa^2+q^2}=11.96$ nm$^{-1}$. With the tip centre at $x=0.1$, $z=0.8$ nm, $\psi_L(\mathbf r_0)=6.12\times10^{-5}$ nm$^{-3/2}$ and
\begin{equation}
M=-4\pi(0.0381)(4.738)(6.12\times10^{-5})\ {\rm eV}=-139\ \mu{\rm eV}.
\end{equation}
Two flat surfaces, a corrugated one, a closed sphere and the volume integral over the tip all give $-138.90$ $\mu$eV. The value scales with the chosen amplitude.

\section{A planar vacuum junction}

Rough values for a noble metal are a Fermi energy $E_F=5.5$ eV and a work function of 4.5 eV; the gap is 0.6 nm. For slabs of 20 nm, the level at 5.535 eV has $M=-68.656$ $\mu$eV and $\rho=6.9635$ eV$^{-1}$ per spin, so
\begin{equation}
\mathcal T=4\pi^2(6.8656\times10^{-5})^2(6.9635)^2=9.02\times10^{-6},
\end{equation}
in agreement with wave matching. At $E_F$ the prefactor of (\ref{eq:thick}) is $16(5.5)(4.5)/10^2=3.96$ and $\mathcal T=3.96\,e^{-13.041}=8.59\times10^{-6}$. At a gap of 0.1 nm, where $\kappa d\approx1.1$, (\ref{eq:thick}) gives 0.45 against the exact 0.36: the lowest order has failed.

Flat electrodes without lateral structure, as assumed here, conserve the lateral wave vector. With $d^2k_\parallel=\pi\,dE_\parallel/D$ and two spins, the zero-temperature conductance per area is
\begin{equation}
\frac GA=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,\mathcal T
=\frac{2e^2}{h}\,\frac1{4\pi D}\int_0^{E_F}\mathcal T(E)\,dE=1.01\ {\rm nS/nm^2}.
\end{equation}
Linearising $\kappa$ about $E_F$ at fixed prefactor estimates the integral as $\mathcal T(E_F)D\kappa/d=5.9\times10^{-6}$ eV, hence 0.96 nS/nm$^2$. At 0.1 V the linear current density is 0.101 nA/nm$^2$.

These numbers belong to free-electron electrodes, not to a real noble-metal face. On the (111) faces of Cu, Ag and Au no bulk states exist at $E_F$ for $k_\parallel$ inside the neck of the Fermi surface, of radius roughly 1.6 to 2.6 nm$^{-1}$. That range carries between about a tenth and a third of the model conductance, and the surface state found there instead is absent from the model. Within the model, the square barrier is the weakest assumption. With the gap held fixed, the bias of 0.1 V changes the current by 0.08\% from its linear value, and 300 K by a further 0.2\%. Narrowing the gap by 0.01 nm raises the conductance of the square barrier by 26\%; with the image potential described next the rise is about 23\%. The classical image potential, $-1.66$ eV at mid-gap, multiplies it by about 290, to some 30 nA/nm$^2$ at 0.1 V. That figure measures sensitivity and is not a reliable correction: the classical form diverges at the metal faces and was cut off at the band bottom, while a cut-off at the Fermi energy gives a factor of about 94 instead. The tip of a scanning tunnelling microscope is also curved and ends in a few atoms, so a current per area does not carry over to it directly.

\section{Use on a grid}

In one dimension with spacing $h$ and unit-normalised real vectors $a_j$ (left) and $b_j$ (right), the wave functions are $a_j/\sqrt h$ and $b_j/\sqrt h$, and (\ref{eq:main}) between two points becomes
\begin{equation}
M_{j+1/2}=\frac{D}{h^2}\left(b_ja_{j+1}-a_jb_{j+1}\right).
\end{equation}
The three-point equation gives $(D/h^2)(a_{j+1}+a_{j-1})=(2D/h^2+V_{L,j}-E_L)a_j$, and likewise for $b$. Subtracting neighbouring values,
\begin{equation}
M_{j+1/2}-M_{j-1/2}=\left(V_{L,j}-V_{R,j}+E_R-E_L\right)a_jb_j .
\end{equation}
The grid form therefore obeys (\ref{eq:div}) at any spacing, provided both states use the same grid. A constant $M$ across the gap confirms that $V_L-E_L=V_R-E_R$ there, so that the two levels match when each is measured from its own barrier. It does not reveal a different zero of energy in the two calculations, which shifts $V_R$ and $E_R$ alike; the zeros must be aligned separately. Nor does it show the mesh error, which needs a second spacing; for the wells above, halving $h=0.002$ nm moved $M$ by 0.0003\%. Where $M$ drifts across a nearly flat barrier, (\ref{eq:criterion}) estimates the part due to the energy mismatch; a difference between $V_L$ and $V_R$ there also contributes. The numerical output below lists most of the values to more digits.

\section*{Computed values}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2
work function 4.5 eV, Fermi energy 5.5 eV, gap 0.6 nm
decay constant kappa = 10.8679 1/nm
wells: widths 0.3, 0.4 nm; left depth 6.0 eV; barrier dip 1.0 eV
tuned right depth = 5.42758 eV, common level = -4.29016 eV
  resonant M, surface at 0.1 nm = -1.87118 meV
  resonant M, surface at 0.3 nm = -1.87118 meV
  resonant M, surface at 0.5 nm = -1.87118 meV
  volume element <R|V-V_L|L> = -1.87118 meV
  surface inside right well (0.8 nm) gives -0.24357 meV
  shift of M on halving the mesh = -0.0003 %
detuned pair: E_R - E_L = -0.18653 eV
  M at 0.1 nm = -1.65844 meV, at 0.5 nm = -1.83139 meV
  change = -0.17294 meV, predicted -0.17294 meV
  volume element = -1.93897 meV
gap 0.3 nm: splitting 74.14811 meV, 2|M| 74.16122 meV, rel. error 1.8e-04
gap 0.6 nm: splitting 3.74237 meV, 2|M| 3.74237 meV, rel. error 7.8e-07
gap 0.9 nm: splitting 0.18908 meV, 2|M| 0.18908 meV, rel. error 2.9e-08
full transfer time pi hbar/(2|M|) = 552.547 fs
  t = 0.25 of it: exact right weight 0.1466, sin^2 rule 0.1464
  t = 0.5 of it: exact right weight 0.5000, sin^2 rule 0.5000
  t = 1.0 of it: exact right weight 0.9999, sin^2 rule 1.0000
tip: radius 0.2 nm, centre x 0.1, z 0.8 nm, depth 9.6399 eV
sample state: lateral q = 5.0 1/nm, amplitude 1 nm^-3/2; tip A = 4.7383 nm^-1/2
  M, flat surface at 0.1 nm: -138.90159 micro-eV
  M, flat surface at 0.4 nm: -138.90159 micro-eV
  M, corrugated, 0.3 +- 0.1 nm: -138.90159 micro-eV
  M, closed sphere, radius 0.4 nm: -138.90159 micro-eV
  M, volume integral over tip: -138.90159 micro-eV
  M, point formula: -138.90159 micro-eV
slabs of 20.0 nm: level 5.5351 eV, density 6.9635 1/eV (one spin)
  M = -68.6555 micro-eV, golden-rule T = 9.02329e-06, exact T = 9.02323e-06
at E_F: T(0.6 nm) = 8.5874e-06; gap 0.1 nm: exact 0.3645, Bardeen 0.4505
conductance per area: Bardeen 1.00998, exact 1.00998 nS/nm^2
linear current density at 0.1 V = 0.10100 nA/nm^2
neglected, finite bias 0.1 V: +0.076 %
neglected, temperature 300 K: +0.213 %
gap smaller by 0.01 nm: +26.35 %
classical image energy at mid-gap = -1.6635 eV
neglected, image potential: conductance times 292.1 (slice-halving shift +0.004 %)
\end{verbatim}
